# The Lany-Zunger shape factor from the Wigner-Seitz second moment

## Problem

A defect of charge $q$ sits in a periodically repeated supercell of volume $\Omega=L^3$, with a uniform neutralizing background. The cell lattice is simple cubic (sc), face-centred cubic (fcc) or body-centred cubic (bcc). The host is a uniform, isotropic dielectric of constant $\varepsilon$. The Lany-Zunger scheme adds to the supercell energy

$$E_{\rm LZ}=\left[1+c_{\rm sh}\left(1-\frac1\varepsilon\right)\right]E_1,\qquad E_1=\frac{q^2\alpha}{2\varepsilon L},$$

where $\alpha$ is the Madelung constant referred to $L=\Omega^{1/3}$.

1. Derive the image-charge energy of a compact charge through its second moment. Find the screening charge that fills the cell, and express $c_{\rm sh}$ through $\alpha$ and $M=\langle r^2\rangle/L^2$, where $\langle r^2\rangle$ is the mean square radius of the Wigner-Seitz cell.
2. Evaluate $c_{\rm sh}$ for the three lattices.
3. Decide when the bracket may be replaced by a single simple fraction, and which potential reference that replacement requires.
4. Evaluate the correction for $q=+2e$, $\varepsilon=10$ and $\Omega=1000$ Å$^3$.

## Solution

### 1. From the image interaction to the shape factor

Gaussian units are used. The mean electrostatic potential over a cell is set to zero.

**A compact charge in vacuum.** Let $\phi_1$ be the potential of a periodic unit point charge with its background:

$$\nabla^2\phi_1=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\right].$$

Near the origin, write $\phi_1=1/r+w(\mathbf r)$. The function $w$ is the potential of the other charges and the whole background, so $\nabla^2w=4\pi/\Omega$ there. Its value at the origin defines the Madelung constant, $w(0)=-\alpha/L$.

Inversion symmetry removes odd powers of the coordinates from $w$. Cubic symmetry makes the quadratic term proportional to $r^2$. Since $\nabla^2r^2=6$,

$$w(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+O(r^4).$$

Now take a compact charge density $\rho$ with total charge $q$ and second moment $Q=\int\rho\,r^2d^3r$. The background has no energy in a potential of zero mean, so the energy per cell is half the integral of $\rho$ times the potential. Subtracting the isolated energy leaves the part due to $w$:

$$E_{\rm per}-E_{\rm iso}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

With the origin at the centre of charge the dipole vanishes, and

$$\iint\rho\rho'|\mathbf r-\mathbf r'|^2=\iint\rho\rho'(r^2+r'^2-2\mathbf r\cdot\mathbf r')=2qQ.$$

Therefore, through second order in the size of the charge,

$$E_{\rm iso}=E_{\rm per}+\frac{q^2\alpha}{2L}-\frac{2\pi qQ}{3\Omega}.$$

The last term reduces the correction when $q$ and $Q$ have the same sign. The numerical check confirms its sign and coefficient with a periodic Gaussian charge.

**The screening charge.** In the dielectric, the free charge is $q\delta-q/\Omega$ within one cell. For uniform $\varepsilon$, the total charge that produces the electric field is the free charge divided by $\varepsilon$. The bound charge is the difference:

$$\rho_{\rm b}=\left(\frac1\varepsilon-1\right)\left(q\delta-\frac q\Omega\right)=-q\left(1-\frac1\varepsilon\right)\delta+\frac{q}{\Omega}\left(1-\frac1\varepsilon\right).$$

The first part screens the defect locally. The second is the compensating charge, which would move to infinity around an isolated defect but in a supercell is spread over the cell. The local part has no second moment about the origin. The uniform part has

$$Q=\frac q\Omega\left(1-\frac1\varepsilon\right)\int_{\rm WS}r^2d^3r=q\left(1-\frac1\varepsilon\right)ML^2.$$

**The step specific to the scheme.** Insert this $Q$ into the second-moment term and divide that term by $\varepsilon$:

$$E_3=-\frac{2\pi qQ}{3\varepsilon L^3}=-\frac{2\pi M}{3}\left(1-\frac1\varepsilon\right)\frac{q^2}{\varepsilon L}.$$

This is a prescription. The expansion was derived for a charge small compared with the cell, whereas the uniform charge fills the cell. In a potential of zero mean, a uniform charge has no interaction energy at all. Part 3 shows what the term represents.

Division by $E_1=\alpha q^2/(2\varepsilon L)$ gives

$$\frac{E_3}{E_1}=-\frac{4\pi M}{3\alpha}\left(1-\frac1\varepsilon\right),\qquad\boxed{c_{\rm sh}=-\frac{4\pi M}{3\alpha}}.$$

The second moment grows as $L^2$, so $E_3$ scales as $L^{-1}$, not $L^{-3}$. For a fixed cell shape it is a fixed fraction of $E_1$, and extrapolation in $1/L$ cannot separate the two.

### 2. The cell moments and the three factors

**Pyramids.** Join the cell centre to a face of area $A$ at distance $h$. The slice at fraction $t$ of the height has area $At^2$ and thickness $h\,dt$. Its points have $r^2=t^2(h^2+s^2)$, where $s$ is the distance on the full face from the foot of the perpendicular. Hence

$$\int r^2dV=Ah\left(h^2+\langle s^2\rangle\right)\int_0^1t^4dt=\frac35V\left(h^2+\langle s^2\rangle\right),\qquad V=\frac{Ah}{3}.$$

Below, $a$ is the edge of the conventional cubic cell of the supercell lattice.

**Simple cubic.** Each coordinate is uniform on $[-a/2,a/2]$ and has mean square $a^2/12$. Thus $\langle r^2\rangle=a^2/4$. With $L=a$, $M=1/4$.

**Face-centred cubic.** The cell has 12 equal rhombic faces. The face belonging to the neighbour $(a/2,a/2,0)$ has vertices $(a/2,0,0)$, $(0,a/2,0)$ and $(a/4,a/4,\pm a/4)$. Its distance from the centre obeys $h^2=a^2/8$, and its half-diagonals obey $p_1^2=a^2/8$ and $p_2^2=a^2/16$.

Along a half-diagonal $p$, the width of the rhombus is proportional to $1-x/p$, so

$$\langle x^2\rangle=\frac{\int_0^px^2(1-x/p)\,dx}{\int_0^p(1-x/p)\,dx}=\frac{p^3/12}{p/2}=\frac{p^2}{6}.$$

It follows that $\langle s^2\rangle=(p_1^2+p_2^2)/6=a^2/32$, and

$$\langle r^2\rangle=\frac35\left(\frac18+\frac1{32}\right)a^2=\frac{3a^2}{32}.$$

Since $\Omega=a^3/4$, $M=(3/32)\,4^{2/3}=0.23624$.

**Body-centred cubic.** The cell has six squares at $h=a/2$ and eight regular hexagons at $h=\sqrt3a/4$. Its vertices are the permutations of $(0,\pm a/4,\pm a/2)$, so every edge $e$ has $e^2=a^2/8$.

For a square, $\langle s^2\rangle=e^2/6=a^2/48$. The six square pyramids have total volume $6(a^2/8)(a/2)/3=a^3/8$, one quarter of $\Omega=a^3/2$. The hexagonal pyramids fill the other three quarters.

Divide a hexagon into six equilateral triangles of height $H=\sqrt3e/2$ that meet at its centre. At distance $y$ from the centre along that height, the width is $ey/H$. Weighting by this width gives $\langle y^2\rangle=H^2/2=3e^2/8$. The transverse mean square is $\langle(ey/H)^2\rangle/12=e^2/24$. Their sum is $\langle s^2\rangle=5e^2/12=5a^2/96$. Therefore

$$\langle r^2\rangle=\frac35\left[\frac14\left(\frac14+\frac1{48}\right)+\frac34\left(\frac3{16}+\frac5{96}\right)\right]a^2=\frac35\cdot\frac{95}{384}a^2=\frac{19a^2}{128}.$$

With $L^2=a^2/2^{2/3}$, $M=(19/128)\,2^{2/3}=0.23563$.

**The Madelung constants.** Add and subtract a normalized Gaussian cloud around each point charge. A point charge minus its cloud has the short-range potential ${\rm erfc}(\kappa r)/r$. The clouds are summed in reciprocal space. The cell average of the short-range part is

$$\frac{4\pi}{\Omega}\int_0^\infty r\,{\rm erfc}(\kappa r)\,dr=\frac{\pi}{\kappa^2\Omega},$$

which must be subtracted to give zero mean. At the origin, removing $1/r$ leaves $[{\rm erfc}(\kappa r)-1]/r\to-2\kappa/\sqrt\pi$. Thus

$$-\frac\alpha L=\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\kappa R)}R+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\kappa^2}}{G^2}-\frac\pi{\kappa^2\Omega}-\frac{2\kappa}{\sqrt\pi}.$$

The result does not depend on $\kappa$, which sets only the division between the two sums. The values and the resulting shape factors are:

| Lattice | $M$ | $\alpha$ | $c_{\rm sh}$ |
|---|---:|---:|---:|
| sc | 0.25000 | 2.8373 | −0.369 |
| fcc | 0.23624 | 2.8883 | −0.343 |
| bcc | 0.23563 | 2.8885 | −0.342 |

For sc, for example, $c_{\rm sh}=-4\pi(0.25)/(3\times2.8373)=-0.369$.

### 3. The two-thirds rule and its potential reference

**The spherical limit.** Replace the cell by a sphere of equal volume and radius $R$. A unit charge at its centre with a uniform background has the potential $1/r+r^2/(2R^3)-C$. Zero mean requires

$$C=\frac3{R^3}\int_0^R\left(r+\frac{r^4}{2R^3}\right)dr=\frac3{R^3}\left(\frac{R^2}2+\frac{R^2}{10}\right)=\frac9{5R}.$$

The regular potential at the charge is $-C$, so $\alpha/L=9/(5R)$. Also $\langle r^2\rangle=3R^2/5$. Since $M/\alpha=\langle r^2\rangle/(L^2\alpha)=\langle r^2\rangle/[L^3(\alpha/L)]$ and $L^3=\Omega=4\pi R^3/3$,

$$c_{\rm sh}=-\frac{4\pi\langle r^2\rangle}{3L^3(\alpha/L)}=-\frac{4\pi}{3\Omega}\cdot\frac{3R^2}5\cdot\frac{5R}9=-\frac{4\pi R^3}{9\Omega}=-\frac13.$$

For large $\varepsilon$ the bracket then becomes $2/3$. The fcc and bcc values lie close to this limit, and the sc value lies farther away.

**The range of $\varepsilon$.** The bracket for the actual cells is:

| $\varepsilon$ | sc | fcc | bcc |
|---|---:|---:|---:|
| 3 | 0.754 | 0.772 | 0.772 |
| 10 | 0.668 | 0.692 | 0.692 |
| 30 | 0.643 | 0.669 | 0.670 |
| $\infty$ | 0.631 | 0.657 | 0.658 |

The bracket decreases steadily as $\varepsilon$ rises. For $\varepsilon\ge10$ it stays between 0.63 and 0.70, which justifies $E_{\rm LZ}\approx\frac23E_1$ as a rough rule. At $\varepsilon=3$ the bracket is 0.75 to 0.77, so $\frac23E_1$ no longer reproduces $E_{\rm LZ}$. At $\varepsilon=1$ there is no screening charge, and the bracket is 1.

**Where the missing third goes.** In the continuum model, a point charge in a potential of zero mean needs the full correction $E_1$: the regular potential at the charge is $-q\alpha/(\varepsilon L)$, and half its product with $q$ is $-E_1$. The factor $2/3$ must therefore be paired with another term.

To find that term, let $\phi$ be the zero-mean potential of the charge $q$ in the dielectric. Apply Green's identity to $\phi$ and $r^2$ over the Wigner-Seitz cell:

$$\int\left(\phi\nabla^2r^2-r^2\nabla^2\phi\right)d^3r=\oint\left(2\phi\,\mathbf r\cdot\mathbf n-r^2\partial_n\phi\right)dS.$$

On the left, the first term is $6\int\phi\,d^3r=0$. The point charge contributes nothing to the second because $r^2=0$ there. The background gives $\nabla^2\phi=4\pi q/(\varepsilon\Omega)$, so the left side equals $-4\pi q\langle r^2\rangle/\varepsilon$.

On the right, consider the face that bisects a lattice vector $\mathbf R$. Periodicity and inversion give $\phi(\mathbf R-\mathbf r)=\phi(\mathbf r)$. At the opposite face points $\mathbf R/2\pm\mathbf s$, the normal derivatives are therefore equal and opposite, while $r^2=R^2/4+s^2$ is the same. The derivative term integrates to zero. Since $\oint\mathbf r\cdot\mathbf n\,dS=3\Omega$, the boundary average weighted by $\mathbf r\cdot\mathbf n$ is

$$\phi_{\rm b}=\frac{\oint\phi\,\mathbf r\cdot\mathbf n\,dS}{3\Omega}=-\frac{2\pi q\langle r^2\rangle}{3\varepsilon\Omega}=-\frac{2\pi qM}{3\varepsilon L}.$$

Multiplication by $q$ gives $q\phi_{\rm b}=c_{\rm sh}E_1$. The shape term is thus $(1-1/\varepsilon)$ times the energy of the charge $q$ in the mean boundary potential. Boundary averages of the Ewald potential confirm this relation for all three lattices.

A defect of charge $q$ has given $q/e$ electrons to a reservoir whose levels are those of the bulk host. If the cell boundary, averaged with the weight $\mathbf r\cdot\mathbf n$, is taken as bulk, those levels must be shifted by the electron energy $-e\phi_{\rm b}$. This alignment adds $-q\phi_{\rm b}=|c_{\rm sh}|E_1$ to the formation energy. The sum is

$$E_{\rm LZ}-q\phi_{\rm b}=E_1\left[1-|c_{\rm sh}|\left(1-\frac1\varepsilon\right)+|c_{\rm sh}|\right]=E_1\left(1+\frac{|c_{\rm sh}|}\varepsilon\right).$$

In this model the reduced factor therefore belongs with alignment to the mean boundary potential. The full bracket and this alignment together restore $E_1$, apart from a relative excess $|c_{\rm sh}|/\varepsilon$. The factor that restores $E_1$ exactly after alignment is $1-|c_{\rm sh}|$ for every $\varepsilon$, the last row of the table. With the plain fraction $2/3$ the relative excess is $|c_{\rm sh}|-1/3$: 0.036 for sc and 0.01 for fcc and bcc. At $\varepsilon=3$ this is smaller than the excess of the full bracket, 0.11 to 0.12. Used without alignment, the bracket undercorrects this model by $|c_{\rm sh}|(1-1/\varepsilon)$ of $E_1$: about one third for $\varepsilon\ge10$ and about one quarter at $\varepsilon=3$. Conversely, the full $E_1$ plus this alignment would count $|c_{\rm sh}|E_1$ twice.

The place where the potential is read also matters. For sc, in units of $q/(\varepsilon L)$, the potential is −0.096 at a face centre and −0.802 at a corner, while the boundary mean is −0.524. The potential read at a single boundary point can therefore differ strongly from the average.

These results assume cubic cells, isotropic screening and a defect charge well inside the cell. For a defect state that spreads through the cell, the second-moment term of Part 1 is no longer small beside the point-charge term, so $E_1$ alone does not describe its image interaction.

### 4. The numerical correction

Here $L=10$ Å and $e^2/(4\pi\varepsilon_0)=14.400$ eV Å, so the energy scale is

$$\frac{q^2}{\varepsilon L}\rightarrow\frac{2^2\times14.400}{10\times10}\ {\rm eV}=0.5760\ {\rm eV}.$$

For sc,

$$E_1=0.5760\times\frac{2.8373}2=0.817\ {\rm eV},$$

$$E_3=-0.369\times0.9\times0.817=-0.271\ {\rm eV},$$

and $E_{\rm LZ}=0.546$ eV. The boundary alignment adds $0.5760\times0.5236=0.302$ eV. All three lattices have the same cell volume:

| Energy (eV) | sc | fcc | bcc |
|---|---:|---:|---:|
| $E_1$ | 0.817 | 0.832 | 0.832 |
| $E_{\rm LZ}$ | 0.546 | 0.575 | 0.576 |
| Alignment | 0.302 | 0.285 | 0.284 |
| $E_{\rm LZ}$ + alignment | 0.847 | 0.860 | 0.860 |

The entries are rounded separately. The aligned sums exceed $E_1$ by about 0.03 eV, or 3 to 4% of $E_1$, as $|c_{\rm sh}|/\varepsilon$ predicts. Reading the sc potential at one point would change the alignment from 0.302 eV to $0.5760\times0.0959=0.055$ eV at a face centre, or to $0.5760\times0.8019=0.462$ eV at a corner. In this example the choice of reference region matters far more than the difference between the three shape factors.

## Computed results

```
Dimensionless cell data (lengths in L = volume^(1/3))
sc: M formula = 0.250000, M by rays = 0.249984
sc: alpha = 2.837297, c_sh = -0.36908
sc: boundary mean potential = -0.52353 e/L, formula = -0.52360 e/L
fcc: M formula = 0.236235, M by rays = 0.236232
fcc: alpha = 2.888282, c_sh = -0.34260
fcc: boundary mean potential = -0.49477 e/L, formula = -0.49477 e/L
bcc: M formula = 0.235630, M by rays = 0.235630
bcc: alpha = 2.888462, c_sh = -0.34171
bcc: boundary mean potential = -0.49350 e/L, formula = -0.49350 e/L
sphere: M = 0.230901, alpha = 2.901586, c_sh = -0.33333
sc neutral-cube sum = -2.31371 e/L, formula = -2.31370 e/L
sc potential: face centre = -0.0959 e/L, corner = -0.8019 e/L
Factor 1 + c_sh (1 - 1/eps), dimensionless
sc: eps=3: 0.7539, eps=10: 0.6678, eps=30: 0.6432, eps=inf: 0.6309
sc: factor equals 2/3 at eps = 10.3
fcc: eps=3: 0.7716, eps=10: 0.6917, eps=30: 0.6688, eps=inf: 0.6574
fcc: factor equals 2/3 at eps = 37.0
bcc: eps=3: 0.7722, eps=10: 0.6925, eps=30: 0.6697, eps=inf: 0.6583
bcc: factor equals 2/3 at eps = 40.8
Example: q = 2 e, eps = 10, volume = 1000 A^3, L = 10.000 A
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV A
q^2/(eps L) = 0.57599 eV
sc: E1 = 0.8171 eV, shape term = -0.2714 eV, E_LZ = 0.5457 eV
sc: alignment = 0.3015 eV, sum = 0.8472 eV, excess over E1 = 0.0301 eV
fcc: E1 = 0.8318 eV, shape term = -0.2565 eV, E_LZ = 0.5753 eV
fcc: alignment = 0.2850 eV, sum = 0.8603 eV, excess over E1 = 0.0285 eV
bcc: E1 = 0.8319 eV, shape term = -0.2558 eV, E_LZ = 0.5760 eV
bcc: alignment = 0.2843 eV, sum = 0.8603 eV, excess over E1 = 0.0284 eV
```
